# Dopant solubility under biaxial compression: which work term counts: a numerical check

```python
"""
Result under test: at fixed atomic chemical potentials, a stress sigma changes
the dilute concentration of an isotropic substitutional dopant by the factor
    s = exp( trace(sigma) * dV / (3 k T) ),
with dV the relaxation volume and tension counted positive.
For biaxial compression of 1 GPa, dV = -0.015 nm^3 and 1000 C, s is about 1.8.
For an ionised acceptor, s multiplies (acceptor density) * (hole density p).
Regime: boron in silicon, with rough typical parameters.
Units: nm, eV, K, GPa, cm^-3. A Keating force model supplies relaxed enthalpies.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize
from scipy.special import gammaln

GPA = 1e9 * 1e-27 / const.e              # one GPa in eV/nm^3
temperature = 1000.0 + const.zero_Celsius
kT = const.k * temperature / const.e
dV = -0.015                             # relaxation volume, nm^3
stress = -1.0                           # each in-plane stress, GPa
energy_law = -2 * stress * GPA * dV / 3
s = np.exp(-energy_law / kT)

# Rough silicon parameters of the Keating model
lattice = 0.543                         # nm
alpha_si, beta_si = 48.0, 14.0          # N/m
to_ev_nm2 = 1e-18 / const.e
alpha, beta = alpha_si * to_ev_nm2, beta_si * to_ev_nm2
bond = np.sqrt(3) * lattice / 4
C11 = (alpha_si + 3 * beta_si) / lattice     # GPa, since N/m/nm = GPa
C12 = (alpha_si - beta_si) / lattice
biaxial_modulus = C11 + C12 - 2 * C12**2 / C11


class Crystal:
    """Periodic diamond cell; atom 0 may be a dopant with shorter bonds.

    Energy: 3 alpha/(8 d^2) (r^2 - d^2)^2 for each bond, and
    3 beta/(8 d^2) (r1.r2 + d^2/3)^2 for each angle.
    The matrix sums below meet every bond and every angle twice.
    """

    def __init__(self, n, dopant_bond=None):
        fcc = [(0, 0, 0), (0, 2, 2), (2, 0, 2), (2, 2, 0)]
        steps = np.array([(1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)])
        sites, signs = [], []
        for i in range(n):
            for j in range(n):
                for k in range(n):
                    for f in fcc:
                        corner = np.array(f) + 4 * np.array((i, j, k))
                        sites += [corner, corner + 1]
                        signs += [1, -1]
        index = {tuple(p % (4 * n)): i for i, p in enumerate(sites)}
        self.neigh = np.array([[index[tuple((p + g * t) % (4 * n))]
                                for t in steps]
                               for p, g in zip(sites, signs)])
        self.vectors = np.array([g * steps for g in signs]) * lattice / 4
        self.count = len(sites)
        self.volume = (n * lattice)**3
        rest = np.full((self.count, 4), bond)
        if dopant_bond is not None:
            rest[0] = dopant_bond
            rest[self.neigh == 0] = dopant_bond
        product = rest[:, :, None] * rest[:, None, :]
        eye = np.eye(4)
        self.target = product * (eye - (1 - eye) / 3)
        self.weight = 3 * (eye * alpha + (1 - eye) * beta) / (16 * product)
        self.start = np.zeros(3 * self.count + 3)

    def relax(self, load_gpa):
        """Minimum of energy minus work of constant loads; returns H, strain."""
        load = np.array(load_gpa, float) * GPA
        slots = np.arange(4)

        def enthalpy(v):
            u, strain = v[:-3].reshape(-1, 3), v[-3:]
            r = self.vectors + u[self.neigh] - u[:, None, :]
            b = r * (1 + strain)
            misfit = b @ b.transpose(0, 2, 1) - self.target
            weighted = self.weight * misfit
            gb = 4 * (weighted @ b)
            value = np.sum(weighted * misfit) - self.volume * load @ strain
            gr = gb * (1 + strain)
            gu = (gr[self.neigh, slots] - gr).sum(axis=1)
            ge = (gb * r).sum(axis=(0, 1)) - self.volume * load
            return value, np.concatenate([gu.ravel(), ge])

        res = minimize(enthalpy, self.start, jac=True, method="L-BFGS-B",
                       options=dict(maxiter=5000, maxcor=30,
                                    ftol=1e-16, gtol=1e-7))
        assert np.max(np.abs(res.jac)) < 1e-3   # eV/nm: energy error < 1e-6 eV
        return res.fun, res.x[-3:], res.x


def relaxation_volume(crystal):
    h, strain, x = crystal.relax((0, 0, 0))
    crystal.start = x
    return crystal.volume * (np.prod(1 + strain) - 1), h, strain


# Dopant bond length is adjusted to the given volume at zero stress only
dopant_bond = brentq(
    lambda d: relaxation_volume(Crystal(3, d))[0] - dV, 0.16, 0.23, xtol=1e-6)


class Pair:
    """A doped cell and its perfect partner."""

    def __init__(self, n):
        self.doped, self.pure = Crystal(n, dopant_bond), Crystal(n)
        self.dV, self.h0, self.strain = relaxation_volume(self.doped)

    def interaction(self, load):
        return (self.doped.relax(load)[0] - self.h0
                - self.pure.relax(load)[0])


cells = {8 * n**3: Pair(n) for n in (2, 3, 4)}
main = cells[216]
assert abs(main.dV - dV) < 1e-5
assert np.ptp(main.strain) < 1e-6       # cubic site: isotropic relaxation

# Elastic constants against the relaxed perfect crystal
small = 0.1
pure_strain = main.pure.relax((-small, -small, 0))[1]
assert abs(pure_strain[0] * biaxial_modulus / -small - 1) < 0.01
assert abs(pure_strain[2] / pure_strain[0] + 2 * C12 / C11) < 0.01


def odd_part(direction):
    d = np.array(direction, float)
    return (main.interaction(d) - main.interaction(-d)) / 2


# Linear law and trace rule; tolerance covers finite strain of the cell
law_small = 2 * small * GPA * dV / 3
biaxial_small = odd_part((-small, -small, 0))
uniaxial_small = odd_part((0, 0, -2 * small))
assert abs(biaxial_small / law_small - 1) < 0.01
assert abs(uniaxial_small / law_small - 1) < 0.01


def even_part(size):
    return (main.interaction((-size, -size, 0))
            + main.interaction((size, size, 0))) / 2


even_full, even_half = even_part(1.0), even_part(0.5)
assert abs(even_full - 4 * even_half) < 0.1 * abs(even_full) + 2e-5
energies = {n: c.interaction((stress, stress, 0)) for n, c in cells.items()}
assert abs(energies[216] / energy_law - 1) < 0.10   # second order at 1 GPa
assert abs(energies[512] / energies[216] - 1) < 0.03
assert 1.75 <= s < 1.85

# Boltzmann ratio from an explicit grand-canonical sum over dopant number
site_density = 8 / lattice**3 * 1e21
weak, strong = 1e18, 1e20               # unstressed densities, cm^-3
fraction = weak / site_density


def mean_fraction(shift, sites=100000):
    n = np.arange(80)
    z = np.log(fraction / (1 - fraction)) - shift / kT
    logs = (gammaln(sites + 1) - gammaln(n + 1) - gammaln(sites - n + 1)
            + n * z)
    w = np.exp(logs - logs.max())
    return (w @ n) / w.sum() / sites


sum_ratio = mean_fraction(energy_law) / mean_fraction(0.0)
assert abs(sum_ratio / s - 1) < 1e-4    # site exclusion is of order 1e-5

# Ionised acceptor: closed formula against numerical charge neutrality
ni = 1e19                               # rough intrinsic density at 1000 C


def hole_density(c):
    return c / 2 + np.sqrt(c**2 / 4 + ni**2)


def carrier_ratio(c0):
    K = c0 * hole_density(c0)
    return s * np.sqrt((ni**2 + K) / (ni**2 + s * K))


def neutral_density(prefactor):
    y = brentq(lambda t: ni * np.exp(t) - ni * np.exp(-t)
               - prefactor * np.exp(-t), -1, 40, xtol=1e-13)
    return prefactor * np.exp(-y)


for c0 in (weak, strong):
    A = c0 * hole_density(c0) / ni
    assert abs(neutral_density(A) / c0 - 1) < 1e-8
    direct = neutral_density(s * A) / neutral_density(A)
    assert abs(direct / carrier_ratio(c0) - 1) < 1e-8
assert abs(carrier_ratio(1e14) / s - 1) < 1e-4
assert abs(carrier_ratio(1e23) / np.sqrt(s) - 1) < 1e-3

# Rough band-edge estimate: hydrostatic gap, valley and valence shear potentials
gap_potential, valley_potential, valence_potential = 1.5, 9.0, 2.2   # eV
strain_xx = stress / biaxial_modulus
strain_zz = -2 * C12 / C11 * strain_xx
gap_shift = gap_potential * (2 * strain_xx + strain_zz)


def shear_factor(x):
    return (2 * np.exp(x) + np.exp(-2 * x)) / 3


x_c = valley_potential * (strain_zz - strain_xx) / (3 * kT)
x_v = valence_potential * (strain_zz - strain_xx) / kT
for x in (x_c, x_v):                    # shear enters at second order
    assert abs((shear_factor(x / 2) - 1) / (shear_factor(x) - 1) - .25) < .05
ni_ratio = np.sqrt(shear_factor(x_c) * shear_factor(x_v)
                   * np.exp(-gap_shift / kT))
band_ratio = s * shear_factor(x_v) / ni_ratio

# Hole degeneracy from the Fermi integral; rough valence density of states
Nv = 2.5e20


def activity_excess(p):
    def filling(eta):                   # energy = t^2 removes the root
        f = lambda t: 2 * t**2 / (1 + np.exp(t**2 - eta))
        return 2 / np.sqrt(np.pi) * quad(f, 0, 12)[0]
    eta = brentq(lambda q: filling(q) - p / Nv, -15, 5)
    return np.exp(eta) / (p / Nv) - 1


host_volume = lattice**3 / 8
host_term = -stress**2 * GPA * host_volume / biaxial_modulus
pure_host = main.pure.relax((stress, stress, 0))[0] / main.pure.count
assert abs(pure_host / host_term - 1) < 0.05
shear_modulus = 68.0                    # rough, GPa
burgers = lattice / np.sqrt(2)
film_limit = shear_modulus * burgers / abs(stress)


def show(label, value, unit="", form=".4f"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("Temperature", temperature, "K", ".2f")
show("Thermal energy kT", kT, "eV", ".5f")
show("Relaxation volume", dV, "nm^3")
show("In-plane stress", stress, "GPa", ".1f")
show("Equivalent pressure", -2 * stress / 3, "GPa")
show("Interaction energy, linear law", energy_law, "eV", ".5f")
show("Interaction energy, linear law", energy_law * const.e, "J", ".3e")
show("Exponent", -energy_law / kT)
show("Solubility ratio s", s)
show("Ratio under equal biaxial tension", 1 / s)
show("Ratio under 1 GPa hydrostatic pressure", np.exp(1.5 * np.log(s)))
show("Ratio from grand-canonical sum", sum_ratio, "", ".5f")
show("Ratio if volume is 10% smaller in size", s**0.9)
show("Ratio if volume is 10% larger in size", s**1.1)
show("Lattice constant (rough)", lattice, "nm", ".3f")
show("Keating stretch constant (rough)", alpha_si, "N/m", ".1f")
show("Keating bend constant (rough)", beta_si, "N/m", ".1f")
show("Host bond length", bond, "nm")
show("Adjusted dopant rest bond length", dopant_bond, "nm")
show("Small biaxial load, model / law", biaxial_small / law_small)
show("Small uniaxial load, model / law", uniaxial_small / law_small)
for n, cell in cells.items():
    print(f"{n} atoms: volume {cell.dV:.5f} nm^3, "
          f"interaction {energies[n]:.5f} eV")
show("Shift of interaction, 216 to 512 atoms",
     1000 * (energies[512] - energies[216]), "meV", ".3f")
show("Model ratio at 1 GPa, 512 atoms", np.exp(-energies[512] / kT))
show("Even part at 1 GPa", 1000 * even_full, "meV", ".3f")
show("Even part at 0.5 GPa", 1000 * even_half, "meV", ".3f")
show("Host-atom elastic enthalpy", 1000 * host_term, "meV", ".3f")
show("C11", C11, "GPa", ".1f")
show("C12", C12, "GPa", ".1f")
show("Biaxial modulus", biaxial_modulus, "GPa", ".1f")
show("In-plane strain", 100 * strain_xx, "%", ".3f")
show("Normal strain", 100 * strain_zz, "%", ".3f")
show("Intrinsic density (rough)", ni, "cm^-3", ".1e")
for name, c0 in (("Weak", weak), ("Strong", strong)):
    show(name + " source, unstressed dopant density", c0, "cm^-3", ".1e")
    show(name + " source, unstressed hole density",
         hole_density(c0), "cm^-3", ".3e")
    show(name + " source, ratio with carrier feedback", carrier_ratio(c0))
    show(name + " source, hole activity excess",
         100 * activity_excess(hole_density(c0)), "%", ".2f")
    show(name + " source, site fraction", c0 / site_density, "", ".2e")
show("Square root of s", np.sqrt(s))
show("Valence density of states (rough)", Nv, "cm^-3", ".1e")
show("Gap deformation potential (rough)", gap_potential, "eV", ".1f")
show("Valley shear potential (rough)", valley_potential, "eV", ".1f")
show("Valence shear potential (rough)", valence_potential, "eV", ".1f")
show("Hydrostatic gap shift (rough)", 1000 * gap_shift, "meV", ".1f")
show("Valley shear factor (rough)", shear_factor(x_c), "", ".3f")
show("Valence shear factor (rough)", shear_factor(x_v), "", ".3f")
show("Intrinsic density ratio (rough)", ni_ratio, "", ".3f")
show("Dilute ion ratio with band shifts (rough)", band_ratio, "", ".2f")
show("Shear modulus (rough)", shear_modulus, "GPa", ".0f")
show("Burgers vector length", burgers, "nm", ".3f")
show("Film thickness limit, order of magnitude", film_limit, "nm", ".0f")
print("no test failed")
```

Printed output:

```
Temperature: 1273.15 K
Thermal energy kT: 0.10971 eV
Relaxation volume: -0.0150 nm^3
In-plane stress: -1.0 GPa
Equivalent pressure: 0.6667 GPa
Interaction energy, linear law: -0.06242 eV
Interaction energy, linear law: -1.000e-20 J
Exponent: 0.5689
Solubility ratio s: 1.7663
Ratio under equal biaxial tension: 0.5661
Ratio under 1 GPa hydrostatic pressure: 2.3475
Ratio from grand-canonical sum: 1.76630
Ratio if volume is 10% smaller in size: 1.6686
Ratio if volume is 10% larger in size: 1.8697
Lattice constant (rough): 0.543 nm
Keating stretch constant (rough): 48.0 N/m
Keating bend constant (rough): 14.0 N/m
Host bond length: 0.2351 nm
Adjusted dopant rest bond length: 0.2084 nm
Small biaxial load, model / law: 1.0012
Small uniaxial load, model / law: 1.0012
64 atoms: volume -0.01491 nm^3, interaction -0.06228 eV
216 atoms: volume -0.01500 nm^3, interaction -0.06250 eV
512 atoms: volume -0.01502 nm^3, interaction -0.06256 eV
Shift of interaction, 216 to 512 atoms: -0.055 meV
Model ratio at 1 GPa, 512 atoms: 1.7686
Even part at 1 GPa: -0.014 meV
Even part at 0.5 GPa: -0.003 meV
Host-atom elastic enthalpy: -0.690 meV
C11: 165.7 GPa
C12: 62.6 GPa
Biaxial modulus: 181.1 GPa
In-plane strain: -0.552 %
Normal strain: 0.417 %
Intrinsic density (rough): 1.0e+19 cm^-3
Weak source, unstressed dopant density: 1.0e+18 cm^-3
Weak source, unstressed hole density: 1.051e+19 cm^-3
Weak source, ratio with carrier feedback: 1.7053
Weak source, hole activity excess: 1.50 %
Weak source, site fraction: 2.00e-05
Strong source, unstressed dopant density: 1.0e+20 cm^-3
Strong source, unstressed hole density: 1.010e+20 cm^-3
Strong source, ratio with carrier feedback: 1.3319
Strong source, hole activity excess: 15.26 %
Strong source, site fraction: 2.00e-03
Square root of s: 1.3290
Valence density of states (rough): 2.5e+20 cm^-3
Gap deformation potential (rough): 1.5 eV
Valley shear potential (rough): 9.0 eV
Valence shear potential (rough): 2.2 eV
Hydrostatic gap shift (rough): -10.3 meV
Valley shear factor (rough): 1.065
Valence shear factor (rough): 1.036
Intrinsic density ratio (rough): 1.101
Dilute ion ratio with band shifts (rough): 1.66
Shear modulus (rough): 68 GPa
Burgers vector length: 0.384 nm
Film thickness limit, order of magnitude: 26 nm
no test failed
```
